# Integral-breadth diffraction size of spherical crystallites with lognormal diameters: verification in Python

```python
# Result under test: spheres with lognormal diameters D (number median m,
# standard deviation sigma of ln D) have integral-breadth diffraction size
#     L = 1/beta = (3/4) m exp(7 sigma^2 / 2),
# beta = line area / peak height on the scale s = 2 sin(theta)/lambda.
# For sigma = 0.4 this gives L/m of about 1.31. Lengths are in nm.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn
from scipy.stats import norm

# ---- inputs: rough typical values for a fine-grained tungsten film ----
median = 12.0
sigma = 0.4
lattice = 0.3165           # bcc tungsten
lattice_a15 = 0.504        # A15 tungsten
thickness = 60.0
strain_rms = 0.002
instrument_fwhm_deg = 0.06
window_deg = 2.0           # half-width of scan in two-theta
aspect = 1.5               # grain elongation along the film normal
# Cu K-alpha1 is 1537.400 copper x units by definition of that unit
wavelength = 1537.400 * physical_constants["Copper x unit"][0] * 1e9

d110 = lattice / np.sqrt(2)
theta = np.arcsin(wavelength / (2 * d110))
s0 = 1 / d110
to_s = np.cos(theta) / wavelength     # ds / d(two-theta)


def size_formula(m, width):
    return 0.75 * m * np.exp(3.5 * width**2)


L = size_formula(median, sigma)
beta_s = 1 / L
beta_deg = np.degrees(beta_s / to_s)


def sphere_shape(x):
    """Line profile of one sphere over its peak, x = pi s D."""
    return spherical_jn(0, x)**2 + spherical_jn(1, x)**2


# ---- single sphere: breadth from the squared form factor ----
x = np.linspace(1e-6, 2000.0, 400001)
j1sq = spherical_jn(1, x)**2
area_integral = simpson(9 * j1sq, x=x) + 4.5 / x[-1]   # mean tail added
peak_integral = simpson(9 * j1sq / x, x=x)
sphere_ratio = np.pi / 2 * peak_integral / area_integral
assert abs(sphere_ratio - 0.75) < 1e-4

# ---- single sphere: atoms of bcc tungsten counted in [110] columns ----
rng = np.random.default_rng(7)
reach = int(median / lattice) + 4
axis = np.arange(-reach, reach + 1)
i, j, k = np.meshgrid(axis, axis, axis, indexing="ij")
is_site = ((i - j) % 2 == 0) & ((j - k) % 2 == 0)
i, j, k = i[is_site], j[is_site], k[is_site]
sum_n = sum_n2 = 0.0
for _ in range(8):
    c = rng.uniform(-1, 1, 3)
    r2 = ((i - c[0])**2 + (j - c[1])**2 + (k - c[2])**2) * lattice**2 / 4
    inside = r2 < (median / 2)**2
    column = (i[inside] - j[inside]) * 10000 + k[inside]
    counts = np.unique(column, return_counts=True)[1].astype(float)
    sum_n += counts.sum()
    sum_n2 += (counts**2).sum()
L_atoms = lattice * np.sqrt(2) * sum_n2 / sum_n
assert abs(L_atoms / (0.75 * median) - 1) < 0.005

# ---- lognormal ensemble: chords through random points in the grains ----
n_draw = 3000000
diam = median * np.exp(sigma * rng.standard_normal(n_draw))
radius2 = rng.random(n_draw)**(2 / 3)
lateral2 = radius2 * (1 - rng.uniform(-1, 1, n_draw)**2)
chord = diam * np.sqrt(1 - lateral2)
L_chords = np.sum(diam**3 * chord) / np.sum(diam**3)
assert abs(L_chords / L - 1) < 0.01      # statistical scatter

# ---- lognormal ensemble: line profile summed over sizes ----
z = np.linspace(-7, 9, 801)
weight = np.exp(-z**2 / 2)
weight /= weight.sum()
D = median * np.exp(sigma * z)
mean3, mean4 = weight @ D**3, weight @ D**4
assert abs(mean3 / (median**3 * np.exp(4.5 * sigma**2)) - 1) < 1e-8
assert abs(mean4 / (median**4 * np.exp(8 * sigma**2)) - 1) < 1e-8


def profile(s):
    s = np.atleast_1d(np.abs(s))
    return sphere_shape(np.pi * np.outer(s, D)) @ (weight * D**4) / mean4


s_grid = np.linspace(0, 2.0, 8001)
I_grid = profile(s_grid)
tail = 2 * (weight @ D**2) / (np.pi**2 * mean4 * s_grid[-1])
L_profile = 1 / (2 * simpson(I_grid, x=s_grid) + tail)
assert abs(L_profile / L - 1) < 2e-4

# ---- overlap function of the ensemble and its cosine transform ----
t = np.linspace(0, 300.0, 6001)
r = np.minimum(t[:, None] / D[None, :], 1.0)
overlap = (1 - 1.5 * r + 0.5 * r**3) @ (weight * D**3) / mean3
L_overlap = 2 * simpson(overlap, x=t)
assert abs(L_overlap / L - 1) < 2e-4
for s_test in (0.02, 0.05, 0.1):
    transform = 2 * simpson(overlap * np.cos(2*np.pi*s_test*t), x=t) / L
    assert abs(transform - profile(s_test)[0]) < 3e-4

half = brentq(lambda s: profile(s)[0] - 0.5, 1e-4, 0.2)
fwhm_deg = np.degrees(2 * half / to_s)
L_fwhm = 1 / (2 * half)


# ---- Gaussian broadening by strain or instrument ----
def broadened_size(width_s):
    damp = np.exp(-2 * np.pi**2 * t**2 * width_s**2)
    return 2 * simpson(overlap * damp, x=t)


strain_s = strain_rms / d110
instrument_s = (np.radians(instrument_fwhm_deg) * to_s
                / (2 * np.sqrt(2 * np.log(2))))
for width_s in (strain_s, instrument_s):
    gauss = (np.exp(-s_grid**2 / (2 * width_s**2))
             / (width_s * np.sqrt(2 * np.pi)))
    height = 2 * simpson(I_grid * gauss, x=s_grid)
    assert abs(height * L / broadened_size(width_s) - 1) < 5e-4
L_strain = broadened_size(strain_s)
L_instrument = broadened_size(instrument_s)

# ---- finite scan window, with and without a background line ----
s_edge = np.radians(window_deg) * to_s
s_win = np.linspace(-s_edge, s_edge, 2001)
I_win = profile(s_win)
area_win = simpson(I_win, x=s_win)
L_window = 1 / area_win
L_background = (1 - I_win[0]) / (area_win - 2 * s_edge * I_win[0])

# ---- sphere of constant |S| in place of its tangent plane ----
S = s0 + 0.03
alpha = np.linspace(1e-9, np.pi, 400001)
u = np.sqrt((S - s0)**2 + 4 * S * s0 * np.sin(alpha / 2)**2)
arg = np.pi * median * u
direct = simpson(2 * np.pi * S**2 * np.sin(alpha)
                 * 9 * spherical_jn(1, arg)**2 / arg**2, x=alpha)
closed = (2 * np.pi * S / s0 * 2.25 / (np.pi * median)**2
          * (sphere_shape(np.pi * median * (S - s0))
             - sphere_shape(np.pi * median * (S + s0))))
assert abs(direct / closed - 1) < 1e-4
two_theta = 2 * theta + np.radians(np.linspace(-window_deg, window_deg, 2001))
S_scan = 2 * np.sin(two_theta / 2) / wavelength
area_curved = simpson(profile(S_scan - s0) * S_scan / s0, x=two_theta) * to_s
curvature_percent = 100 * (area_curved / area_win - 1)
assert abs(curvature_percent) < 1.0

# ---- elongated grains of unchanged volume ----
long_half = median / 2 * aspect**(2 / 3)
col = lambda q: 2 * long_half * np.sqrt(1 - q * q)
L_spheroid = (quad(lambda q: q * col(q)**2, 0, 1)[0]
              / quad(lambda q: q * col(q), 0, 1)[0])
shape_factor = aspect**(2 / 3)
assert abs(L_spheroid / (0.75 * median * shape_factor) - 1) < 1e-8

# ---- no grains larger than the film thickness ----
z_cut = np.log(thickness / median) / sigma
L_cut = L * norm.cdf(z_cut - 4 * sigma) / norm.cdf(z_cut - 3 * sigma)
moment = lambda n: quad(lambda v: np.exp(n*sigma*v - v*v/2), -9, z_cut)[0]
assert abs(0.75 * median * moment(4) / moment(3) / L_cut - 1) < 1e-7

# ---- sensitivity to the logarithmic width ----
step = 1e-3
slope = (np.log(0.75 * np.sum(np.exp(-z**2/2 + 4*(sigma+step)*z))
                / np.sum(np.exp(-z**2/2 + 3*(sigma+step)*z)))
         - np.log(0.75 * np.sum(np.exp(-z**2/2 + 4*(sigma-step)*z))
                  / np.sum(np.exp(-z**2/2 + 3*(sigma-step)*z)))) / (2*step)
assert abs(slope - 7 * sigma) < 1e-5

theta_a15 = np.arcsin(wavelength * np.sqrt(5) / (2 * lattice_a15))
assert abs(L / median - 1.31) < 0.005


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


def change(value):
    return 100 * (value / L - 1)


show("median diameter", median, "nm", 1)
show("logarithmic width", sigma, "(no unit)", 2)
show("lattice parameter, bcc W (rough)", lattice, "nm", 4)
show("wavelength Cu K-alpha1", wavelength, "nm", 5)
show("110 plane spacing", d110, "nm", 4)
show("two-theta of 110 line", np.degrees(2 * theta), "deg", 2)
show("sphere L/D from form factor", sphere_ratio, "(no unit)", 5)
show("sphere L, formula 3D/4 at D = median", 0.75 * median, "nm")
show("sphere L, counted atom columns", L_atoms, "nm")
show("moment ratio <D^4>/<D^3>", mean4 / mean3, "nm")
show("ratio L/median, formula", L / median, "(no unit)", 4)
show("ratio L/median, random chords", L_chords / median, "(no unit)", 4)
show("ratio L/median, summed profile", L_profile / median, "(no unit)", 4)
show("ratio L/median, overlap function", L_overlap / median, "(no unit)", 4)
show("integral-breadth size L", L, "nm", 2)
show("integral breadth in s", beta_s, "1/nm", 5)
show("integral breadth in two-theta", beta_deg, "deg")
show("full width at half maximum", fwhm_deg, "deg")
show("1/FWHM size (constant one)", L_fwhm, "nm", 2)
show("sensitivity d ln L/d sigma", slope, "(no unit)", 2)
for other in (0.35, 0.45):
    show(f"L/median at width {other}", size_formula(1, other), "(no unit)")
show("rms strain assumed", 100 * strain_rms, "%", 2)
show("apparent L with strain", L_strain, "nm", 2)
show("change by strain", change(L_strain), "%", 1)
show("instrument FWHM assumed", instrument_fwhm_deg, "deg", 2)
show("apparent L with instrument", L_instrument, "nm", 2)
show("change by instrument", change(L_instrument), "%", 1)
show("scan half-window", window_deg, "deg", 1)
show("apparent L, cut tails", L_window, "nm", 2)
show("change by cut tails", change(L_window), "%", 1)
show("apparent L, cut tails and background line", L_background, "nm", 2)
show("change by both", change(L_background), "%", 1)
show("line-area change by curvature", curvature_percent, "%", 3)
show("grain aspect ratio assumed", aspect, "(no unit)", 1)
show("L of elongated grains", L * shape_factor, "nm", 2)
show("change by elongation", change(L * shape_factor), "%", 1)
show("film thickness", thickness, "nm", 1)
show("L without grains above thickness", L_cut, "nm", 2)
show("change by thickness cutoff", change(L_cut), "%", 1)
show("lattice parameter, A15 W (rough)", lattice_a15, "nm", 3)
show("two-theta of A15 210 line", np.degrees(2 * theta_a15), "deg", 2)
show("separation from bcc 110 line",
     np.degrees(2 * (theta - theta_a15)), "deg", 2)
print("all assertions hold")
```

Running it gives:

```
median diameter: 12.0 nm
logarithmic width: 0.40 (no unit)
lattice parameter, bcc W (rough): 0.3165 nm
wavelength Cu K-alpha1: 0.15406 nm
110 plane spacing: 0.2238 nm
two-theta of 110 line: 40.26 deg
sphere L/D from form factor: 0.75000 (no unit)
sphere L, formula 3D/4 at D = median: 9.000 nm
sphere L, counted atom columns: 9.002 nm
moment ratio <D^4>/<D^3>: 21.008 nm
ratio L/median, formula: 1.3130 (no unit)
ratio L/median, random chords: 1.3118 (no unit)
ratio L/median, summed profile: 1.3130 (no unit)
ratio L/median, overlap function: 1.3130 (no unit)
integral-breadth size L: 15.76 nm
integral breadth in s: 0.06347 1/nm
integral breadth in two-theta: 0.597 deg
full width at half maximum: 0.443 deg
1/FWHM size (constant one): 21.23 nm
sensitivity d ln L/d sigma: 2.80 (no unit)
L/median at width 0.35: 1.152 (no unit)
L/median at width 0.45: 1.524 (no unit)
rms strain assumed: 0.20 %
apparent L with strain: 14.21 nm
change by strain: -9.8 %
instrument FWHM assumed: 0.06 deg
apparent L with instrument: 15.58 nm
change by instrument: -1.1 %
scan half-window: 2.0 deg
apparent L, cut tails: 16.41 nm
change by cut tails: 4.2 %
apparent L, cut tails and background line: 17.03 nm
change by both: 8.1 %
line-area change by curvature: 0.001 %
grain aspect ratio assumed: 1.5 (no unit)
L of elongated grains: 20.65 nm
change by elongation: 31.0 %
film thickness: 60.0 nm
L without grains above thickness: 15.67 nm
change by thickness cutoff: -0.5 %
lattice parameter, A15 W (rough): 0.504 nm
two-theta of A15 210 line: 39.97 deg
separation from bcc 110 line: 0.30 deg
all assertions hold
```
